# Variance of the Jammed Molecule Number in Nearest-Neighbour-Excluding Adsorption, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the first molecule to the large-chain law

### The physical situation

A bulky precursor molecule arrives at a clean Si(100) surface, on which the silicon atoms have paired into dimers that stand in long parallel rows. The molecule bonds to one dimer. It is wider than the distance to the next dimer in the row, so nothing else can bond to the dimer on its left or on its right. More molecules arrive, each at a random place, and each that finds room stays where it landed. After a while no dimer with sufficient room is left. The row is then jammed, although many of its dimers are still bare.

Suppose that the same row is cleaned and filled again. The molecules land in a different order, the gaps between them fall differently, and the final count changes. The average count sets how much material one exposure can deposit. The spread of the count sets how reproducible a very small patch can be. These notes derive both for a long row. The average is about 0.432 molecules per site, and the variance is $e^{-4}\approx0.0183$ per site.

### The model and its conventions

The row is an open chain of $n$ sites, numbered $1$ to $n$ and all empty at the start. Open means that nothing beyond either end can block a site. The rules are these.

- Molecules arrive one at a time, at the same average rate on every site.
- A site is *allowed* if it is empty and its nearest neighbours in the chain are empty. A molecule that arrives on an allowed site stays there for good.
- A molecule that arrives on any other site leaves without effect.
- The process ends at *jamming*, when no allowed site is left.

Since all sites receive molecules at the same rate, the next successful arrival falls with equal probability on each site that is allowed at that moment. The rejected arrivals cost time but do not alter the final arrangement. The jammed state therefore does not depend on pressure or sticking probability, provided that the exposure lasts long enough.

Let $N_n$ be the number of molecules at jamming. It is a random variable, and its mean and variance are taken over many fillings of the same chain that starts empty. The variance is not taken over positions within one filling.

Some bounds follow at once. Between two neighbouring molecules of a jammed chain there is at least one empty site, by exclusion. There are at most two, since the middle one of three empty sites would still be allowed. The coverage of a long chain must therefore lie between $1/3$ and $1/2$. The random order of arrival decides where in this range it falls.

### What the first molecule does

Let the first molecule land on site $k$, which happens with probability $1/n$ for each $k$. Sites $k-1$ and $k+1$ are then blocked and will stay empty for ever. To the left remain the sites $1,\dots,k-2$, and to the right the sites $k+2,\dots,n$, which are $n-k-1$ in number.

Each remaining piece is again an open chain. The site next to its inner end is empty and stays empty, so it can never block anything in the piece. The two pieces are also independent of each other. An arrival in the left piece changes nothing in the right piece, and among the arrivals in the left piece each allowed site is still equally likely. How the arrivals in the two pieces are interleaved in time has no influence on either final arrangement. Hence, given $k$,

$$N_n = 1 + N_{k-2} + N'_{n-k-1},$$

where the prime marks an independent copy.

For $k=1$ the left length is $-1$. This means that the blocked site would lie outside the chain and that no sites remain on that side, so we set $N_{-1}=N_0=0$. The same convention serves the right side when $k=n$.

To carry the whole distribution at once, define the probability generating function

$$G_n(z)=\mathrm E\left(z^{N_n}\right)=\sum_N P(N_n=N)\,z^N,\qquad G_{-1}=G_0=1.$$

The generating function of a sum of independent variables is the product of their generating functions, and the first molecule itself contributes one factor $z$. Averaging over $k$ and multiplying by $n$ gives, for $n\ge1$,

$$n\,G_n=z\sum_{k=1}^{n}G_{k-2}\,G_{n-k-1}. \tag{1}$$

### Short chains by hand

For $n=1$ the sum has one term, $G_{-1}G_{-1}=1$, so $G_1=z$. For $n=2$ it is $G_{-1}G_0+G_0G_{-1}=2$, so $G_2=z$. For $n=3$,

$$3G_3=z\,(G_{-1}G_1+G_0G_0+G_1G_{-1})=z\,(1+2z),\qquad G_3=\frac{z+2z^2}{3}.$$

This is right. A first molecule in the middle blocks both ends, with probability $1/3$, and otherwise both ends are filled.

For $n=4$ each of the four terms equals $z$, so $G_4=z^2$. A chain of four sites takes two molecules in every filling, and its variance is zero. For $n=5$,

$$5G_5=z\left(2G_3+2G_2+G_1^2\right)=z\left(\frac{2z+4z^2}{3}+2z+z^2\right)=\frac{8z^2+7z^3}{3},$$

so $G_5=(8z^2+7z^3)/15$. The count is 2 or 3 with probabilities $8/15$ and $7/15$, and the variance is $\frac{8}{15}\cdot\frac{7}{15}=56/225=0.2489$.

The variance thus jumps about for short chains. A linear law can hold only when the chain is long, and we need a way to treat all lengths together.

### One function for all lengths

Collect the $G_n$ in a power series in a new variable $x$, with the exponent shifted so that the series starts at $x^0$:

$$F(x,z)=\sum_{n=-1}^{\infty}G_n(z)\,x^{n+1}=1+x+zx^2+zx^3+\dots$$

Since $N_n\le n$ for $n\ge0$, we have $|G_n|\le\max(1,|z|)^n$ for those $n$, and the series converges for small $|x|$.

Multiply equation (1) by $x^{n+1}$ and sum over $n\ge1$. On the left, the operator $x\,d/dx$ multiplies $x^{n+1}$ by $n+1$, so that

$$xF'-F=\sum_{n=-1}^{\infty}\left[(n+1)-1\right]G_nx^{n+1}=\sum_{n=-1}^{\infty}n\,G_n\,x^{n+1},$$

where the prime on $F$ is the derivative with respect to $x$. The term $n=0$ vanishes and the term $n=-1$ equals $-1$. The sum over $n\ge1$ is therefore $xF'-F+1$.

On the right, $G_{k-2}$ is the coefficient of $x^{k-1}$ in $F$, and $G_{n-k-1}$ is the coefficient of $x^{n-k}$. The two exponents add up to $n-1$ for each $k$, and as $k$ runs from $1$ to $n$ all pairs of exponents with this sum occur once. The sum over $k$ is thus the coefficient of $x^{n-1}$ in $F^2$. Multiplication by $x^{n+1}$ instead of $x^{n-1}$ supplies a factor $x^2$. The result is

$$xF'-F=-1+z\,x^2F^2. \tag{2}$$

At $z=1$ every $G_n$ equals 1, because probabilities add up to 1, and $F=1/(1-x)$. The left side of (2) is then $[x-(1-x)]/(1-x)^2=(2x-1)/(1-x)^2$. The right side is $[-(1-x)^2+x^2]/(1-x)^2$, which is the same.

### Solving the equation

Equation (2) is a Riccati equation: of first order, and quadratic in the unknown. Such an equation becomes linear when the unknown is written as a logarithmic derivative. Put

$$F=-\frac{u'}{z\,x\,u}.$$

Differentiation gives

$$F'=-\frac{u''}{zxu}+\frac{u'}{zx^2u}+\frac{u'^2}{zxu^2}.$$

Equation (2) divided by $x$ reads $F'=F/x-1/x+zxF^2$, and its right side becomes

$$-\frac{u'}{zx^2u}-\frac1x+\frac{u'^2}{zxu^2}.$$

The quadratic terms cancel, which is the purpose of the substitution. Multiply what remains by $-zxu$:

$$u''-\frac{u'}{x}=\frac{u'}{x}+zu\qquad\Longrightarrow\qquad u''-\frac{2u'}{x}-zu=0.$$

This equation becomes simpler still in terms of $v=-u'/(zx)$, for which $F=v/u$. From $u'=-zxv$ follows $u''=-zv-zxv'$. Insert both:

$$-zv-zxv'+2zv-zu=0\qquad\Longrightarrow\qquad u=v-xv'.$$

Differentiate the last relation: $u'=v'-v'-xv''=-xv''$. But $u'=-zxv$ by definition, so

$$v''=z\,v. \tag{3}$$

The nonlinear problem has been reduced to an equation with constant coefficients, and

$$F=\frac{v}{D},\qquad D=v-xv'. \tag{4}$$

Two constants have to be fixed. A common factor in $v$ cancels from $F$, so we may choose $v(0)=1$, which also gives $F(0)=1$ as required. For small $x$ write $v=1+cx+O(x^2)$. Then $D=1+O(x^2)$ and $F=1+cx+O(x^2)$. The series for $F$ begins with $1+x$, so $c=v'(0)=1$. With $s=\sqrt z$, the solution of (3) is

$$v=\cosh sx+\frac{\sinh sx}{s},\qquad v'=s\sinh sx+\cosh sx,$$

and the denominator is

$$D(x,z)=(1-x)\cosh sx+\left(\frac1s-sx\right)\sinh sx. \tag{5}$$

Both $v$ and $D$ are unchanged when $s$ changes sign. They contain whole powers of $z$, with no square root left over, and they are analytic for all complex $x$ and $z$.

The known coefficients offer a check. Expanding gives $v=1+x+\frac z2x^2+\dots$ and $D=1-\frac z2x^2+\dots$. The coefficient of $x^2$ in $v/D$ is $\frac z2+\frac z2=z$, which is $G_1$. At $z=1$ one has $v=e^x$ and $D=(1-x)e^x$, so that $F=1/(1-x)$ again.

### Why one pole decides the long chain

The coefficients of a power series at high order are governed by its singularities nearest the origin. Here $F$ is a ratio of two functions that are analytic everywhere, so its singularities are poles, at zeros of $D$.

At $z=1$ the denominator $(1-x)e^x$ has a single zero, at $x=1$. Choose any radius $r>1$. On the circle $|x|=r$ we have $|D(x,1)|\ge(r-1)e^{-r}>0$. Since $D$ is continuous in $z$, there is an $\varepsilon>0$ such that for all complex $z$ with $|z-1|\le\varepsilon$ the change $|D(x,z)-D(x,1)|$ is smaller than $|D(x,1)|$ everywhere on the circle. Rouché's theorem then says that $D(x,z)$ has as many zeros inside the circle as $D(x,1)$, namely one. Call it $\rho(z)$. It is simple, it depends analytically on $z$, and $\rho(1)=1$.

The numerator cannot cancel this zero. If $v$ and $D$ vanished together at $\rho$, then $\rho v'(\rho)=0$. As $D(0,z)=1$, $\rho$ is not zero, so $v'(\rho)$ would vanish too. A solution of (3) that vanishes together with its slope at one point is zero everywhere, which contradicts $v(0)=1$.

For the strength of the pole, use $D'=v'-v'-xv''=-zxv$. Near $\rho$ this gives $D\approx z\rho\,v(\rho)\,(\rho-x)$, and therefore

$$F\approx\frac{1}{z\rho\,(\rho-x)}=\frac{1}{z\rho}\sum_{m=0}^{\infty}\frac{x^m}{\rho^{m+1}}.$$

The value $v(\rho)$ has dropped out. $G_n$ is the coefficient of $x^{n+1}$, so we set $m=n+1$:

$$G_n(z)=\frac1z\,\rho(z)^{-(n+3)}+R_n(z). \tag{6}$$

The remainder $R_n$ is the coefficient of $x^{n+1}$ in $F$ minus its pole term. This difference is analytic inside and on the circle. It is bounded there by some constant $K$ that serves for all $z$ in the disc $|z-1|\le\varepsilon$, so $|R_n(z)|\le K\,r^{-(n+1)}$.

We shall need derivatives with respect to $z$, and a small function can have large derivatives. Cauchy's estimate excludes this here, because the bound holds in a complex disc: the $j$-th derivative of $R_n$ at $z=1$ is at most $j!\,K\,r^{-(n+1)}/\varepsilon^j$. The radius $r$ was arbitrary, although $K$ and $\varepsilon$ depend on it. The remainder and its derivatives at $z=1$ therefore fall faster than any exponential in $n$.

## Second half: the variance and a row of silicon dimers

### What is carried over

$N_n$ is the jammed number on an open chain of $n$ sites, and $G_n(z)=\mathrm E(z^{N_n})$. The generating function of all chain lengths has, for $z$ near 1, one pole $x=\rho(z)$ inside any chosen circle around the origin of radius above 1. The pole is the zero of

$$D=(1-x)\cosh sx+\left(\frac1s-sx\right)\sinh sx,\qquad s=\sqrt z,$$

with $\rho(1)=1$, and for long chains $G_n=z^{-1}\rho^{-(n+3)}$. The error of this form and of its derivatives at $z=1$ falls faster than any exponential in $n$.

### The position of the pole

Let $y=sx$ and multiply $D$ by $s$. Since $s^2x=sy$, the condition $D=0$ becomes

$$(s-y)\cosh y+(1-sy)\sinh y=0.$$

Write the hyperbolic functions as exponentials and multiply by 2. The factor of $e^{y}$ is $(s-y)+(1-sy)=(1+s)(1-y)$. The factor of $e^{-y}$ is $(s-y)-(1-sy)=(s-1)(1+y)$. Hence

$$(1+s)(1-y)e^{y}+(s-1)(1+y)e^{-y}=0.$$

Move the first term to the other side and divide by $(1+s)(1+y)e^{-y}$, which is not zero near $s=y=1$:

$$\frac{y-1}{y+1}\,e^{2y}=\frac{s-1}{s+1}.$$

Now put $z=e^t$, because derivatives with respect to $t$ at $t=0$ produce moments. Then $s=e^{t/2}$, and the right side is $(e^{t/2}-1)/(e^{t/2}+1)=\tanh(t/4)$:

$$\frac{y-1}{y+1}\,e^{2y}=\tanh\frac t4,\qquad \rho=y\,e^{-t/2}. \tag{7}$$

As a numerical case away from the limit, take $z=1.5$. Equation (7) gives $y=1.026284$ and $\rho=0.837957$. The ratio $G_{59}/G_{60}$, computed from the recursion over the first molecule, should equal $\rho$, and it is also 0.837957.

The distribution of the jammed count on a long chain is now governed by a single pole, whose position is given by equation (7). It remains to expand this position around $t=0$ to obtain the mean and the variance, and to apply the result to rows of silicon dimers.
